# The PAW Fock Operator on a Pseudo Orbital, Derived Two Ways, part 2

In the projector augmented-wave (PAW) method, the pseudo Fock operator $\tilde V_x$ was obtained as the gradient of an exchange energy. The task now is to derive it from the all-electron operator $V_x$. Hartree atomic units, one spin channel, occupations $f_n$, real harmonics $Y_{LM}$.

$(a|b)=\int a\,v[b]\,d^3r$ is the symmetric Coulomb form without conjugation, $v[b]$ the potential of $b$. With $n_{\mu\nu}=\psi_\mu^*\psi_\nu$,
$$E_x=-\tfrac12\sum_{nm}f_nf_m(n_{nm}|n_{mn}),\qquad V_x\psi_n=-\sum_mf_m\,v[n_{mn}]\,\psi_m.$$

Orbitals map as $\psi=T\tilde\psi$, $T=1+\sum_i|\phi_i-\tilde\phi_i\rangle\langle p_i|$, with $P^\mu_i=\langle p_i|\tilde\psi_\mu\rangle$ and $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$ on each atom. Partial waves $\phi_i,\tilde\phi_i$ (angular momenta up to $l_{\max}$) and projectors $p_i$ are real; beyond the sphere radius $r_c$, $\phi_i=\tilde\phi_i$ and $p_i=0$. Spheres do not overlap.

Inside a sphere, $\psi^1_\mu=\sum_iP^\mu_i\phi_i$, $\tilde\psi^1_\mu=\sum_iP^\mu_i\tilde\phi_i$, $\Delta_\mu=\psi^1_\mu-\tilde\psi^1_\mu$, $\eta_\mu=\tilde\psi_\mu-\tilde\psi^1_\mu$. The span condition is $\eta=0$. With $\tilde n_{\mu\nu}=\tilde\psi_\mu^*\tilde\psi_\nu$, $n^1_{\mu\nu}=\psi^{1*}_\mu\psi^1_\nu$, $\tilde n^1_{\mu\nu}=\tilde\psi^{1*}_\mu\tilde\psi^1_\nu$,
$$n_{\mu\nu}=\tilde n_{\mu\nu}+\sum_a\big(n^1_{\mu\nu}-\tilde n^1_{\mu\nu}+c_{\mu\nu}\big)^a,\qquad c_{\mu\nu}=\Delta_\mu^*\eta_\nu+\eta_\mu^*\Delta_\nu. \tag{1}$$
Also $e_{\mu\nu}=\tilde n_{\mu\nu}-\tilde n^1_{\mu\nu}$ inside a sphere; $c=e=0$ in the span.

The compensation charge $Q_{ij}=\sum_{LM}q^{LM}_{ij}g_L(r)Y_{LM}$, $L\le2l_{\max}$, has smooth shapes $g_L$ and the multipole moments $q^{LM}_{ij}$ of $\phi_i\phi_j-\tilde\phi_i\tilde\phi_j$. Hence $w_{ij}=\phi_i\phi_j-\tilde\phi_i\tilde\phi_j-Q_{ij}$ has no potential outside its sphere. Define $\hat n_{\mu\nu}=\sum_{ij}P^{\mu*}_iP^\nu_jQ_{ij}$, $s=\tilde n+\hat n$, $s^1=\tilde n^1+\hat n^a$, $W^a=n^1-s^1$ ("delta" in the output), $\tilde v_{mn}=v[s_{mn}]$, $D_{ij}[v]=\int Q_{ij}v\,d^3r$, $\rho_{jk}=\sum_mf_mP^m_jP^{m*}_k$.

In the span, $(n_{\mu\nu}|n_{\kappa\lambda})=B(\mu\nu;\kappa\lambda)$ with
$$B(\mu\nu;\kappa\lambda)=(s_{\mu\nu}|s_{\kappa\lambda})+\sum_{ijkl}\Delta K_{ijkl}\,P^{\mu*}_iP^\nu_jP^{\kappa*}_kP^\lambda_l, \tag{2}$$
$$\Delta K_{ijkl}=(\phi_i\phi_j|\phi_k\phi_l)-(\tilde\phi_i\tilde\phi_j+Q_{ij}|\tilde\phi_k\tilde\phi_l+Q_{kl}).$$
For the 2s–2s pair these two terms are $K^1$ and $\tilde K^1$.

The gradient of $E_x^{\rm PAW}=-\tfrac12\sum_{nm}f_nf_mB(nm;mn)$ gave
$$\tilde V_x|\tilde\psi_n\rangle=-\sum_mf_m\tilde v_{mn}|\tilde\psi_m\rangle-\sum_mf_m\sum_{ij}|p_i\rangle D_{ij}[\tilde v_{mn}]P^m_j-\sum_{ijkl}|p_i\rangle\Delta K_{ijkl}\,\rho_{jk}P^n_l. \tag{4}$$
Its terms are called local, projector and one-centre. The opening special case kept only neon's 2s orbital, with $P=1$. Model tests use three complex occupied orbitals, $f=1,0.7,0.35$, and $l_{\max}=2$.

### Second derivation: transforming the all-electron operator

The all-electron matrix element between $\chi=T\tilde\chi$ and $\psi_n=T\tilde\psi_n$ is

$$\langle\tilde\chi|T^\dagger V_xT|\tilde\psi_n\rangle=-\sum_mf_m\langle\chi|v_{mn}|\psi_m\rangle,\qquad v_{mn}=v[\psi_m^*\psi_n].$$

Each term is the matrix element of a multiplicative potential between the bra and an occupied orbital. The ket $\psi_n$ enters through the potential and can be any function in the image of $T$.

The first step transforms the two functions that enclose the potential. For any local $v$, $\langle\chi|v|\psi_m\rangle=\int n_{\chi m}v$. If $\tilde\chi$ and $\tilde\psi_m$ satisfy the span condition, $c_{\chi m}=0$ in (1), and

$$\langle\chi|v|\psi_m\rangle=\langle\tilde\chi|v|\tilde\psi_m\rangle+\sum_{ij}P^{\chi*}_iP^m_j\Big[\int\phi_i\phi_jv-\int\tilde\phi_i\tilde\phi_jv\Big], \tag{5}$$

with the bracketed integrals over the sphere of the atom that carries $i$ and $j$.

The second step splits the potential. If $\tilde\psi_m$ and $\tilde\psi_n$ satisfy the span condition, $n_{mn}=s_{mn}+\sum_aW^a_{mn}$, and by linearity of the Poisson problem

$$v_{mn}=\tilde v_{mn}+\sum_au^a_{mn},\qquad u^a_{mn}=v[W^a_{mn}],$$

where $u^a$ vanishes outside sphere $a$. The true pair potential equals the smooth one everywhere between the spheres and differs from it inside sphere $a$ by $u^a$ alone.

The third step inserts this into (5). The hard part $u^a$ appears in three places. In the first, $\langle\tilde\chi|u^a|\tilde\psi_m\rangle$ is an integral over sphere $a$, where the span condition gives $\tilde\chi^*\tilde\psi_m=\sum_{ij}P^{\chi*}_iP^m_j\tilde\phi_i\tilde\phi_j$. It equals $\sum_{ij}P^{\chi*}_iP^m_j\int\tilde\phi_i\tilde\phi_ju^a$ and cancels the last term in the bracket. In the brackets of other atoms $u^a$ is zero. What survives is

$$\langle\chi|v_{mn}|\psi_m\rangle=\langle\tilde\chi|\tilde v_{mn}|\tilde\psi_m\rangle+\sum_{ij}P^{\chi*}_iP^m_j\Big[\int(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)\tilde v_{mn}+\int\phi_i\phi_ju^a_{mn}\Big].$$

The first term is the local term of (4).

The fourth step treats the first integral in the bracket, which couples a rapidly varying atomic function to a potential generated by the whole system. Write $\phi_i\phi_j-\tilde\phi_i\tilde\phi_j=Q_{ij}+w_{ij}$. The part with $Q_{ij}$ is $D_{ij}[\tilde v_{mn}]$. The part with $w_{ij}$ is $(w_{ij}|s_{mn})$, and by the symmetry of the Coulomb form this is also $\int v[w_{ij}]\,s_{mn}$. That integral is confined to the sphere, where $s_{mn}=s^1_{mn}$ by the span condition for $m$ and $n$. So

$$\int(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)\tilde v_{mn}=D_{ij}[\tilde v_{mn}]+(w_{ij}|s^1_{mn}).$$

Charge outside the sphere acts on the atomic difference through its multipoles alone, and these are carried by $Q_{ij}$; this is the physical content of the projector term.

The fifth step collects the purely atomic pieces. With $W^a=n^1-s^1$, $\int\phi_i\phi_ju^a_{mn}=(\phi_i\phi_j|n^1_{mn})-(\phi_i\phi_j|s^1_{mn})$, and with $w_{ij}$ written out,

$$(w_{ij}|s^1)+(\phi_i\phi_j|n^1)-(\phi_i\phi_j|s^1)=(\phi_i\phi_j|n^1)-(\tilde\phi_i\tilde\phi_j+Q_{ij}|s^1),$$

because the term $(\phi_i\phi_j|s^1)$ contained in $(w_{ij}|s^1)$ cancels the last term on the left. Expanding $n^1_{mn}=\sum_{kl}P^{m*}_kP^n_l\phi_k\phi_l$ and $s^1_{mn}=\sum_{kl}P^{m*}_kP^n_l(\tilde\phi_k\tilde\phi_l+Q_{kl})$ turns the right side into $\sum_{kl}\Delta K_{ijkl}P^{m*}_kP^n_l$. Multiplying by $-f_m$, summing over $m$ and using $\rho_{jk}=\sum_mf_mP^m_jP^{m*}_k$,

$$\langle\tilde\chi|T^\dagger V_xT|\tilde\psi_n\rangle=-\sum_mf_m\langle\tilde\chi|\tilde v_{mn}|\tilde\psi_m\rangle-\sum_mf_m\sum_{ij}P^{\chi*}_iD_{ij}[\tilde v_{mn}]P^m_j-\sum_{ijkl}P^{\chi*}_i\Delta K_{ijkl}\rho_{jk}P^n_l. \tag{6}$$

The right side is $\langle\tilde\chi|\tilde V_x|\tilde\psi_n\rangle$ with $\tilde V_x$ from (4). In the test with complex functions in the span, an element of modulus $0.064548$ Ha computed from the mapped orbitals $T\tilde\psi$ agrees with (4) to rounding error for one shape $g_L$, and the agreement is tested to $10^{-8}$ Ha for a second shape.

### Frozen core

Let real core orbitals $\phi_c$, each with occupation 1 in this spin channel, vanish outside their sphere. Their contribution to the all-electron element is $-\sum_c(\chi^*\phi_c|\phi_c\psi_n)$. Both densities lie inside the sphere, where the span condition gives $\chi=\sum_iP^\chi_i\phi_i$ and $\psi_n=\sum_jP^n_j\phi_j$. The term added to (4) is

$$-\sum_{ij}|p_i\rangle X_{ij}P^n_j,\qquad X_{ij}=\sum_c(\phi_i\phi_c|\phi_c\phi_j).$$

No smooth counterpart was introduced, so no compensation charge is needed. The gradient route agrees: the pairs $(n,c)$ and $(c,n)$ in $E_x$ give $-\sum_nf_n\sum_{ij}P^{n*}_iX_{ij}P^n_j$, whose variation with respect to $\tilde\psi_n^*$ is $f_n$ times the term above.

### What each derivation assumes

Both routes end at the same expression, but they prove different statements about it. The first takes $E_x^{\rm PAW}$ as given and differentiates it. From that point on it needs multilinearity and the symmetries of $Q$ and $\Delta K$, and nothing about completeness, sphere overlap or the multipole property; (4) is the exact gradient for any finite set of partial waves and any real symmetric $Q_{ij}$, as an identity between functions. The physical assumptions sit earlier, in the claim that $E_x^{\rm PAW}$ equals $E_x$, which was derived from the span condition for the occupied orbitals, non-overlapping spheres and a $Q_{ij}$ with the correct multipole moments. The route guarantees that operator and energy are consistent, and it reaches empty orbitals through a limit in the occupation.

The second route needs no energy and treats occupied and empty kets alike. It uses the span condition for the bra (first and third steps), for the ket (second and fourth steps) and for the occupied orbitals (all four), the vanishing exterior potential of $w_{ij}$, and non-overlapping spheres. In return it says what $\tilde V_x$ is: the all-electron Fock operator seen through $T$. It says this for matrix elements, and the bra cannot be stripped off in (6), because $\tilde\chi$ is arbitrary outside the spheres but restricted inside.

This restriction has a visible consequence. From the definition of $T$ and the reality of the partial waves, $T^\dagger F=F+\sum_ip_i\langle\phi_i-\tilde\phi_i|F\rangle$ for any function $F$. Let $d=\tilde V_x\tilde\psi_n-T^\dagger V_xT\tilde\psi_n$ with ket and occupied orbitals in the span. Outside the spheres $p_i=0$, $\psi_m=\tilde\psi_m$ and $v_{mn}=\tilde v_{mn}$, so $d=0$ pointwise. Inside, (6) states that $d$ is orthogonal to every $\tilde\phi_i$ over the sphere, which forces $d=0$ only if the $\tilde\phi_i$ are complete there. For a finite set $d$ contains $\sum_mf_m(v_{mn}\psi_m-\tilde v_{mn}\tilde\psi_m)$ plus a combination of projectors, and a finite number of projectors need not cancel it. In the test $d$ is zero to rounding error outside and has norm $0.012$ a.u. inside. A bra with residual $\eta_\chi$ sees the error $\langle\eta_\chi|d\rangle$.

The full gap between the two operators follows from keeping $c$ and $e$. With $W=\sum_aW^a$ and likewise for $c$, (1) reads $n=s+W+c$, and inside a sphere $s=s^1+e$. Repeating the expansion that led to (2), the replacement of $s$ by $s^1$ now leaves $(e|W'^a)$ and $(W^a|e')$, and

$$(n|n')=B+\sum_a\big[(e^a|W'^a)+(W^a|e'^a)\big]+(c|s'+W')+(s+W|c')+(c|c'). \tag{7}$$

The matrix-element gap is $-\sum_mf_m$ times the extra terms, with $n=n_{\chi m}$ and $n'=n_{mn}$. If all residuals scale with an amplitude $\lambda$, then $c$ and the leading part of $e$ are of first order, so the gap is a polynomial in $\lambda$ that starts linearly unless the linear coefficient happens to vanish. The test gives a ratio $1.9931$ for the gaps at $\lambda=2\times10^{-3}$ and $10^{-3}$, where a purely linear gap gives 2. At $\lambda=0.3$ the gap in this model is $8.3\times10^{-4}$ Ha, about $1.3\%$ of the in-span modulus $0.0645$ Ha.

Equation (7) also settles the role of the shapes. The left side, $c$, $e$ and $s+W=\tilde n+\sum_a(n^1-\tilde n^1)$ do not contain $g_L$. A change of shape alters $\hat n^a$ by some $\Delta\hat n^a$ and $W^a$ by $-\Delta\hat n^a$, so $B$ must change by $\sum_a[(e^a|\Delta\hat n'^a)+(\Delta\hat n^a|e'^a)]$. In the span this is zero: the three parts of (4) shift and their sum in a matrix element does not. Off the span the sum depends on the shape; in the test it moves by $1.8\times10^{-4}$ Ha at $\lambda=0.3$.

If $Q_{ij}$ is truncated below $2l_{\max}$, in $\hat n$, $D$ and $\Delta K$ alike, the first derivation still gives a consistent gradient, while the second fails wherever $v[w]=0$ was used. For one atom and functions in the span, split $s=s^1+s^{\rm out}$ with $s^{\rm out}$ the part beyond $r_c$; then $(s|W')=(s^1|W')+(s^{\rm out}|W')$ and

$$(n|n')=B+(s^{\rm out}|W')+(W|s'^{\rm out}). \tag{8}$$

The error is the interaction of the uncompensated multipoles with the density outside, and (8) fixes no sign for it. With $L=0$ alone the tested model element is off by $1.4\times10^{-4}$ Ha. Overlapping spheres break the second derivation earlier, in (1) and (5): where two spheres overlap, $T\tilde\psi$ contains the differences $\Delta$ of both atoms, and the pair density acquires products of the two that no one-centre term holds. In addition, $u^a$ and $Q$ of one atom then reach into the sphere of another. The exterior property itself rests on the Laplace expansion of $1/|\mathbf r-\mathbf r'|$; for a screened kernel that step has to be redone, whereas the gradient argument needs only a real symmetric kernel.

### Worked example: the neon atom

The orbitals come from restricted Hartree–Fock in the cc-pVQZ basis, with total energy $-128.543470$ Ha. This level omits correlation and relativity and carries the error of the finite basis (near the Hartree–Fock limit, $-128.5471$ Ha, the 2s and 2p elements below move by about $2\times10^{-4}$ and $6\times10^{-4}$ Ha and their separate parts by up to about $0.008$ Ha, so the six decimals serve the comparison within one basis and are not converged values for neon); it serves as a source of orbitals whose exchange integrals are known independently from analytic Gaussian integrals (pyscf). The sphere radius is $r_c=1.3$ bohr. The radial partial waves are 2s and 2p, with orbital energies $-1.9293$ and $-0.8490$ Ha, and the lowest virtual orbitals of s, p and d symmetry, called $s'$, $p'$, $d$, at $0.9356$, $0.8089$ and $1.9978$ Ha; the virtual ones are basis-set states with no physical meaning beyond enlarging the set. This gives 13 partial waves and $L\le4$. Inside the sphere $\tilde R=r^l(c_0+c_1r^2+c_2r^4+c_3r^6)$ matches the value and three derivatives of $R$ at $r_c$. The projectors are $p_i=\sum_j(M^{-1})_{ij}\,\theta^2\tilde\phi_j$ with $\theta=1-r^2/r_c^2$ inside the sphere and $M_{ij}=\langle\theta^2\tilde\phi_i|\tilde\phi_j\rangle$, which gives $\langle p_i|\tilde\phi_k\rangle=\sum_j(M^{-1})_{ij}M_{jk}=\delta_{ik}$. The shapes are $g_L\propto r^L\theta^3$, with $r^L\theta$ as the alternative. The model tests quoted earlier use the same data set.

The occupied pseudo orbitals of one spin channel are $\tilde\phi_{2s}$ and the three $\tilde\phi_{2p}$, with $f=1$, and bras and kets are partial waves too. The span condition therefore holds by construction: the example checks the algebra of (4) and says nothing about the completeness of this set in a molecule. All amplitudes are 0 or 1. In Ha, for $g_L\propto r^L\theta^3$:

| element | local | projector | one-centre | sum |
|---|---|---|---|---|
| $2s,2s$ | $-1.394858$ | $-0.173647$ | $-0.052329$ | $-1.620834$ |
| $2p,2p$ | $-0.782738$ | $-0.435288$ | $-0.121419$ | $-1.339444$ |
| $d,d$ | $-0.179401$ | $-0.009558$ | $-0.003545$ | $-0.192504$ |
| $s',2s$ | $-0.256997$ | $-0.010351$ | $-0.020151$ | $-0.287499$ |

Each sum is tested against the Gaussian-integral element to $10^{-7}$ Ha. The last two rows involve empty orbitals, and the sign of the last row refers to both s orbitals taken positive near the nucleus.

The 2s row splits by partner orbital. The partner $m=2s$ is the opening special case, with parts $-0.972519$, $-0.059282$ and $+0.009928$ Ha. Subtraction leaves the three 2p partners with $-1.394858+0.972519=-0.422339$, $-0.173647+0.059282=-0.114365$ and $-0.052329-0.009928=-0.062257$ Ha, in total $-0.598961$ Ha. The product of an s and a p harmonic is a pure $L=1$ function, so the compensation for these pairs is a dipole with no net charge.

With the shape $r^L\theta$ the 2s parts become $-1.369565$, $-0.135816$ and $-0.115454$ Ha. They have moved by $+0.025293$, $+0.037831$ and $-0.063125$ Ha, which cancel to the last rounded digit, and the sum is again $-1.620834$ Ha. The individual parts have no meaning apart from the shape.

With $L=0$ alone the 2s sum is $-1.603991$ Ha, an error of $+0.016843$ Ha or $1.0\%$ of the full element. Its projector part is $-0.059282$ Ha, the value of the 2s–2s pair, because $q^{00}_{ij}$ vanishes between different $l$; the 2s–2s pair has no higher moment, so the whole error comes from the uncompensated s–p dipoles through (8). For the same reason the $d,d$ projector part is zero at $L=0$, no occupied orbital having d symmetry, and the sum $-0.187691$ Ha is off by $+0.004813$ Ha ($2.5\%$). The 2p sum $-1.329520$ Ha is off by $+0.009924$ Ha ($0.7\%$), and the $s',2s$ sum $-0.298844$ Ha by $-0.011345$ Ha ($3.9\%$), each relative to its own full element.

The valence exchange energy of both spins is $2\times\tfrac12\sum_n\langle\tilde\psi_n|\tilde V_x|\tilde\psi_n\rangle$, the 2s element plus three times the 2p element. The local part is $-1.394858+3(-0.782738)=-3.743072$ Ha, the projector part $-0.173647+3(-0.435288)=-1.479511$ Ha, and the one-centre part $-0.416585$ Ha, so

$$E_x^{\rm val}=-3.743072-1.479511-0.416585=-5.639168\ \text{Ha}=-153.45\ \text{eV},$$

equal to the Gaussian-integral value in the same basis at the printed digits. Near the basis-set limit the total is $-5.637$ Ha ($-153.40$ eV), a shift of $0.002$ Ha, and the local and projector parts each move by about $0.02$ Ha in opposite directions. For this data set and shape, about a third of the valence exchange, $1.896$ of $5.639$ Ha, enters through the two projector-borne terms.

The 1s core is not strictly confined: in this basis a norm of $3.0\times10^{-7}$ lies beyond $r_c$, an amplitude of order $5\times10^{-4}$. The tail is sensitive to the basis: near the Hartree–Fock limit the norm is about $4.4\times10^{-7}$ and the 2p difference quoted below grows to about $7\times10^{-6}$ Ha. The sphere values of $-X_{ij}$ are $-0.103334$ ($2s,2s$), $-0.048728$ ($2p,2p$), $-0.000205$ ($d,d$) and $-0.054457$ Ha ($s',2s$). Three agree with the Gaussian-integral values at six decimals; the 2p value differs from $-0.048734$ Ha by about $5\times10^{-6}$ Ha before rounding, about $10^{-4}$ of the element. The same integrals over all space are tested against the Gaussian values to $10^{-7}$ Ha, so the difference is due to the cut at $r_c$. Its pattern can be derived. For a diagonal element split $b=\phi_i\phi_c=b^{\rm in}+b^{\rm out}$; the omitted part is $2(b^{\rm in}|b^{\rm out})+(b^{\rm out}|b^{\rm out})$, with $b^{\rm out}$ of first order in the core tail. For an s wave, $b^{\rm in}$ is spherical and its exterior potential is its charge over $r$. Orthogonality of $\phi_i$ to the core makes that charge equal to minus the charge of $b^{\rm out}$, so both omitted terms are of second order in the tail; the same argument covers $s',2s$. For a p wave, $b^{\rm in}$ has a dipole moment of zeroth order in the tail, and the omitted part is of first order. The d element also has a first-order term, through the quadrupole, but the order argument does not fix its size. Evaluated directly in this basis, it is about $3\times10^{-7}$ Ha, invisible at six decimals but about $2\times10^{-3}$ of an element of $2\times10^{-4}$ Ha, a larger relative error than for 2p; the omitted parts of the two s elements are a few times $10^{-8}$ Ha.

## Computed values

```
Model tests (complex orbitals, f = 1, 0.7, 0.35)
finite-difference element -0.13296669-0.12301275i Ha, error 1.9e-15 Ha
hermiticity defect 6.9e-18 Ha; dK change on extending past rc 5.6e-16 Ha
in span: |element| 0.064548 Ha, gap to T+VT 6.9e-18 Ha, L=0 only 1.41e-04 Ha
off span: gap at amplitude 0.3 8.251e-04 Ha, gap(2e-3)/gap(1e-3) 1.9931
off span: change with shape g 1.797e-04 Ha
function difference: max outside 1.4e-17, norm inside 0.0120 (a.u.)
max potential of delta outside: all L 9.3e-18 Ha, L=0 2.80e-03 Ha
Ne RHF/cc-pVQZ total energy -128.543470 Ha; rc 1.3 bohr; partial waves 13
partial-wave orbital energies s,s',p,p',d (Ha): -1.9293 0.9356 -0.8490 0.8089 1.9978
2s-2s pair: pseudo norm 0.949799 e, compensation charge 0.050201 e
2s-2s pair: q00 0.014161, local -0.972519 Ha, D 0.059282 Ha
2s-2s pair: K1 0.850514 Ha, K1~ 0.860442 Ha, sum of parts -1.021873 Ha
<2s|2s> g~cut^3: local -1.394858 proj -0.173647 1c -0.052329 sum -1.620834 Ha
<2s|2s> g~cut^1: local -1.369565 proj -0.135816 1c -0.115454 sum -1.620834 Ha
<2s|2s> L=0 only: local -1.306743 proj -0.059282 1c -0.237967 sum -1.603991 Ha
<2s|2s> pyscf valence -1.620834 Ha; core: sphere -0.103334, pyscf -0.103334 Ha
<2p|2p> g~cut^3: local -0.782738 proj -0.435288 1c -0.121419 sum -1.339444 Ha
<2p|2p> g~cut^1: local -0.758165 proj -0.369025 1c -0.212255 sum -1.339444 Ha
<2p|2p> L=0 only: local -0.733052 proj -0.369369 1c -0.227099 sum -1.329520 Ha
<2p|2p> pyscf valence -1.339444 Ha; core: sphere -0.048728, pyscf -0.048734 Ha
<d|d> g~cut^3: local -0.179401 proj -0.009558 1c -0.003545 sum -0.192504 Ha
<d|d> g~cut^1: local -0.178189 proj -0.007879 1c -0.006437 sum -0.192504 Ha
<d|d> L=0 only: local -0.170830 proj -0.000000 1c -0.016861 sum -0.187691 Ha
<d|d> pyscf valence -0.192504 Ha; core: sphere -0.000205, pyscf -0.000205 Ha
<s'|2s> g~cut^3: local -0.256997 proj -0.010351 1c -0.020151 sum -0.287499 Ha
<s'|2s> g~cut^1: local -0.243010 proj -0.002239 1c -0.042250 sum -0.287499 Ha
<s'|2s> L=0 only: local -0.240463 proj 0.031000 1c -0.089381 sum -0.298844 Ha
<s'|2s> pyscf valence -0.287499 Ha; core: sphere -0.054457, pyscf -0.054457 Ha
1s norm beyond rc 3.00e-07 e
valence Ex, both spins: local -3.743072 proj -1.479511 1c -0.416585 Ha
valence Ex PAW -5.639168 Ha = -153.4496 eV; pyscf -5.639168 Ha
```
